Why measured surface roughness grows with scan width

**1. Definitions and conventions**

A grown film has height h(r) above its mean plane, with r = (x, y). The surface is taken to be statistically homogeneous and isotropic: averages ⟨…⟩ over many places or many samples do not depend on position or direction. Define the covariance and its transform, the power spectrum:

C(r) = ⟨h(r₀) h(r₀+r)⟩

S(q) = ∫d²r C(r) e^(−iq·r),  C(r) = ∫d²q/(2π)² S(q) e^(iq·r)

The full mean-square roughness is σ² = C(0) = ∫d²q/(2π)² S(q). A wave of wavenumber q has wavelength λ = 2π/q.

A microscope records a square of side L and area A = L². Its mean height m is subtracted, since the absolute height is unknown. The measured mean-square roughness, averaged over many images, is

w²(L) = ⟨(1/A)∫h² d²r − m²⟩,  m = (1/A)∫h d²r

and w(L) is its square root. I write sinc a = sin a / a.

A surface is self-affine with exponent α, 0 < α < 1, if the mean-square height difference between points a distance r apart grows as r^(2α). A film that follows such a law does so only up to some correlation length ξ, and not every film follows it (Section 10). A convenient model is

S(q) = 4πασ²ξ² / (1 + q²ξ²)^(1+α)

It is flat for qξ ≪ 1 and falls as q^(−2−2α) for qξ ≫ 1. To check the prefactor, use d²q = 2πq dq and v = q²ξ²:

∫q dq S/(2π) = ασ² ∫₀^∞ dv (1+v)^(−1−α) = σ²

The worked example has σ = 10 nm, ξ = 200 nm and α = 0.7.

**2. What subtracting the mean removes**

The first term of w² averages to σ², so

w² = σ² − ⟨m²⟩

Everything that depends on L sits in the variance of the image mean. Centre the window at the origin. The mean of one plane wave over it is

W(q) = (1/A)∫e^(iq·r) d²r = sinc(q_xL/2) sinc(q_yL/2)

because the integral factorises and (1/L)∫e^(iqx)dx from −L/2 to L/2 equals sin(qL/2)/(qL/2). Also

⟨m²⟩ = (1/A²)∬C(r−r′) d²r d²r′ = ∫d²q/(2π)² S(q) W²

Hence

w²(L) = ∫d²q/(2π)² S(q) [1 − W²(q)]

This holds for any homogeneous spectrum. The bracket is the fraction of a wave's variance that the image registers. For short waves W² is small and the fraction is close to one. For long waves, sinc²a ≈ 1 − a²/3, and

1 − W² ≈ (q_x² + q_y²)L²/12 = q²L²/12

A wave much longer than the window looks like a nearly uniform offset, which the subtraction discards. What survives is its tilt: a plane of slope g has variance g²L²/12 across a width L. Averaged over direction, half the variance is registered at λ = 2.24 L.

**3. Weighing long waves against short ones**

Take a window as wide as the correlation length, L = ξ = 200 nm. The spectrum assigns to waves longer than L the share

1 − (1 + 4π²)^(−α) = 1 − 40.5^(−0.7) = 0.925

of σ², from the v integral above cut at q = 2π/L. The image registers 22.4 % of that, or 0.207 σ². The measured roughness is 5.31 nm, so the total registered is 0.531² = 0.282 of σ², and 0.718 is lost.

Two statements follow. Of the lost variance, 99.9 % belongs to waves longer than the window, so the missing roughness is indeed long-wave roughness. Yet of the variance that is measured, 0.207/0.282, nearly three quarters, also comes from waves longer than the window, seen as tilt and bow. Small windows miss most of the long-wave variance, but they are not blind to it.

The causal claim can be tested by taking the long waves away. Twenty random Gaussian surfaces, each 12.8 µm wide with 12.5 nm pixels, were built from the model spectrum and cut into windows. Between 800 nm and 3200 nm windows, the rms roughness rose by a factor 1.142. With all waves longer than 400 nm removed from the same surfaces, the factor was 1.001. Between these two widths, the growth goes when the long waves go.

**4. The same result in real space, and why w rises**

Write the two points in the double integral as Lu and Lu′, with u and u′ uniformly distributed in the unit square, and let s = |u−u′|. Then

w²(L) = σ² − ⟨C(Ls)⟩

where the average is over u and u′. To find C, use the identity

(1+q²ξ²)^(−1−α) = [1/Γ(1+α)] ∫₀^∞ dt t^α e^(−t(1+q²ξ²))

The remaining q integral is Gaussian:

∫d²q/(2π)² e^(−tξ²q² + iq·r) = e^(−r²/(4tξ²)) / (4πtξ²)

Multiply by 4πασ²ξ² and use Γ(1+α) = αΓ(α):

C(r) = [σ²/Γ(α)] ∫₀^∞ dt t^(α−1) e^(−t − r²/(4tξ²))

At r = 0 the integral is Γ(α), so C(0) = σ². The integrand falls as r increases, for every t. Therefore C decreases with r, ⟨C(Ls)⟩ decreases with L, and w(L) rises steadily for this model.

A weaker statement needs no model. Divide a window of side nL, with n an integer, into n² tiles of side L. The variance in the large window is the mean variance inside the tiles plus the variance among the tile means. The second part cannot be negative, so w²(nL) ≥ w²(L) on average.

For non-integer ratios a general surface may behave differently. Consider a ripple of one wavelength λ running along x. Its registered fraction is 1 − sinc²(πL/λ), equal to 1.000 at L = λ and 0.955 at L = 1.5λ. The roughness dips as the window grows, because one and a half periods do not average to zero. A surface with a sharply preferred spacing can therefore show a non-monotonic curve.

**5. Small windows: the power law and its correction**

Put x = r/ξ and b = x²/4. Then

1 − C/σ² = [1/Γ(α)] ∫₀^∞ dt t^(α−1) e^(−t) (1 − e^(−b/t))

For small b, split e^(−t) = 1 − (1 − e^(−t)). In the first part substitute t = b/y:

∫₀^∞ dt t^(α−1)(1 − e^(−b/t)) = b^α ∫₀^∞ dy y^(−α−1)(1 − e^(−y)) = b^α Γ(1−α)/α

The last step is integration by parts; the boundary terms vanish for 0 < α < 1. In the second part, 1 − e^(−b/t) ≈ b/t to leading order, which gives

−b ∫₀^∞ dt t^(α−2)(1 − e^(−t)) = −b Γ(α)/(1−α)

by the same integration by parts with α replaced by 1−α. Dividing both by Γ(α):

1 − C/σ² ≈ [Γ(1−α)/Γ(1+α)] (x/2)^(2α) − x²/[4(1−α)]

Now set x = Ls/ξ and average over the square. Each coordinate of u has variance 1/12, so each coordinate difference has mean square 1/6, and ⟨s²⟩ = 1/3. Thus

w²/σ² ≈ [Γ(1−α)/Γ(1+α)] (L/2ξ)^(2α) ⟨s^(2α)⟩ − (L/ξ)²/[12(1−α)]

with ⟨s^(2α)⟩ = 0.428 for α = 0.7. The first term is the self-affine law, w ∝ L^α. The second is smaller by a factor of order (L/ξ)^(2−2α), here (L/ξ)^0.6, which fades slowly as L shrinks.

At L = 50 nm, a quarter of ξ, the first term alone would give 2.77 nm, or a share 0.0767 of σ². The second is 0.0625/3.6 = 0.0174. The difference is 0.0593, so w = 10 nm × √0.0593 = 2.44 nm, in agreement with the full integral.

The correction also lowers the apparent exponent. Write w² = aL^(2α) − cL². Then

d ln w/d ln L = (αaL^(2α) − cL²)/w² = α − (1−α)cL²/w²

where aL^(2α) = w² + cL² was used. Since c = σ²/[12(1−α)ξ²],

d ln w/d ln L ≈ α − (σ²/w²)(L/ξ)²/12

Between 50 and 100 nm the full calculation gives a slope of 0.594, although α is 0.7. A straight-looking log-log plot over such a range underestimates the exponent.

**6. A second case: α above one**

Suppose the spectrum falls more steeply than q^(−4) at large q, which corresponds to α > 1. Then b/t may replace 1 − e^(−b/t) from the start, because the integral converges:

1 − C/σ² ≈ [b/Γ(α)] ∫₀^∞ dt t^(α−2) e^(−t) = b Γ(α−1)/Γ(α) = x²/[4(α−1)]

With the image mean subtracted and L/ξ → 0, this gives w ∝ L for every α > 1. The limit is approached slowly when α is just above one: between 0.25ξ and 0.5ξ the slope is 0.84 for α = 1.2 and 0.92 for α = 1.5. For α well above one, waves with q of order 1/ξ supply most of the tilt within a small window, and tilt variance grows as L². In that limit the mean-subtracted slope carries no information about α. Plane subtraction (Section 8) removes the r² term, and for 1 < α < 2 the slope then tends to α as L/ξ → 0. At L = 0.02ξ it is 1.49 for α = 1.5. The approach is slow near α = 2, where α = 1.95 gives only 1.86 at the same width, and between 0.25ξ and 0.5ξ the slope for α = 1.5 has fallen to 1.41. Numerically, at L = 0.001 ξ the slope is 0.300 for α = 0.3 but 1.000 for α = 1.5. The borderline α = 1 needs separate treatment.

**7. Large windows: no stop at the correlation length**

The separation of two random points in the window has a triangular distribution in each coordinate, so

⟨m²⟩ = (1/L²)∫d²r (1−|x|/L)(1−|y|/L) C(r)

with |x|, |y| < L. When L ≫ ξ, C vanishes before the brackets depart from one, and the integral becomes S(0):

1 − w²/σ² ≈ S(0)/(σ²L²) = 4πα(ξ/L)² = 8.80 (ξ/L)²

The image mean behaves like an average over roughly (L/ξ)²/8.80 independent patches. The large coefficient is why saturation comes late. At L = 16ξ = 3200 nm the formula gives a deficit of 8.80/256 = 0.034; the full value is 1 − 0.9855² = 0.029. The formula is too high because it omits the triangular brackets, which are below one.

At L = ξ the roughness is 53 % of σ. It reaches 95 % at 1575 nm, or 7.9ξ, and 99 % at 3913 nm, or 19.6ξ. The correlation length therefore does not mark where growth ends. Nor does it mark where the power law starts to fail: Section 5 showed the slope already reduced at a quarter of ξ. These multiples belong to this spectrum with α = 0.7 and to subtraction of the image mean.

**8. The contribution of image levelling**

Microscope images can be levelled further, and each of the two operations below removes more variance than subtracting the image mean.

Plane subtraction removes the projections of h on the two normalised tilts √12 x/L and √12 y/L. With a = q_xL/2, the projection of a wave on the first has squared magnitude

T_x² = 3 (sin a/a² − cos a/a)² sinc²(q_yL/2)

which follows from ∫u sin(2au)du = (sin a/a² − cos a/a)/2 over −1/2 < u < 1/2, squared and multiplied by 12. T_y² is the same with x and y exchanged. The registered fraction becomes 1 − W² − T_x² − T_y². For small a the bracket in T_x² is a/3, so T_x² ≈ a²/3 = q_x²L²/12. The two tilts cancel the leading q²L²/12 of Section 2, and long waves now enter through their curvature, at order q⁴L⁴.

This has a useful consequence. The correction term in Section 5 came from a part of 1 − C/σ² proportional to r². A random, isotropic tilted plane produces just such a term, and plane subtraction leaves nothing of a plane. Since w² is linear in C, the r² term drops out whatever its sign. The plane-levelled roughness is 1.37 nm at 50 nm and 2.21 nm at 100 nm, so the slope is

ln(2.21/1.37)/ln 2 = 0.69

close to α = 0.7, where mean subtraction gave 0.594. For this spectrum and an ideally sharp tip, in windows well below ξ, plane-levelled images are the better source of the exponent. A blunt tip (Section 10) can reduce this advantage, because the variance it removes is a larger part of the small plane-levelled roughness.

Line levelling subtracts the mean of each scan line separately. The one-dimensional version of the argument above gives

w_line² = σ² − (2/L)∫₀^L dx (1 − x/L) C(x)

For L ≫ ξ the bracket tends to one. Using the integral form of C and ∫₀^∞dr e^(−r²/(4tξ²)) = ξ√(πt),

1 − w_line²/σ² ≈ 2√π [Γ(α+½)/Γ(α)] ξ/L = 2.51 ξ/L

The deficit now falls as 1/L, not 1/L², because a line averages over far fewer independent patches than an area. At 12.8 µm, or 64ξ, it is 2.51/64 = 0.039, hence w_line ≈ 9.80 nm; the full integral gives 9.81 nm. Mean subtraction gives 9.99 nm there.

The three choices compare as follows, in nm:

L = 50: mean 2.44, plane 1.37, line 1.88
L = 200: mean 5.31, plane 3.50, line 4.21
L = 800: mean 8.64, plane 7.28, line 7.38
L = 3200: mean 9.86, plane 9.61, line 9.24

At 50 nm the choice of levelling changes the result by nearly a factor of two. A roughness value needs both its scan width and its levelling stated.

**9. The contribution of growth time**

In kinetic roughening ξ increases as growth proceeds. Under ordinary dynamic scaling σ = Bξ^α with B constant. For qξ ≫ 1 the spectrum is then

S ≈ 4παB²ξ^(2α+2)/(qξ)^(2+2α) = 4παB² q^(−2−2α)

and ξ has cancelled. Short waves have reached their steady amplitude, and further growth adds roughness at long wavelengths.

Let ξ double to 400 nm. Then σ rises by 2^0.7 = 1.625. At a fixed scan width of 12.8 µm, w rises by 1.620; at a fixed 50 nm it rises by 1.047. The small rise comes from the correction term of Section 5. It is proportional to σ²/ξ², so it shrinks by 2^(1.4−2) = 0.66, while the leading term, proportional to σ²/ξ^(2α), stays fixed. In shares of the original σ², w² goes from 0.0767 − 0.0174 = 0.0593 to 0.0767 − 0.0115 = 0.0652, a factor 1.05 in w.

Two films of different thickness can thus look almost equally rough in small scans and clearly different in large ones. For α < 1, if the small-scan roughness keeps growing strongly while L ≪ ξ, ordinary scaling with constant B has failed; such behaviour is called anomalous scaling. For α > 1 the small-scan roughness grows even with B constant, because Section 6 gives w ∝ σL/ξ = Bξ^(α−1)L.

**10. Contributions left out, and the real case**

The parameters are round values in the rough regime of a copper film grown by chemical vapour deposition on a wafer: roughness of order 10 nm and lateral structure of a few hundred nm. Actual values vary with thickness, nucleation and temperature. Real films can depart from the model through their grains, which can introduce a preferred spacing, and through facets. The ripple of Section 4 gives one example: a dip of 4.5 % in variance at L = 1.5λ (4.7 % at its lowest point, L = 1.43λ), about 2 % in rms roughness, for a single wavelength running along a scan edge. With waves running in all directions the dip is shallower, because at that width W² is smaller for oblique waves. How far a particular grain structure shifts the saturation width must be found by putting its own spectrum into the formula of Section 2.

The tip is blunt. A sphere of radius R = 10 nm fits into a hollow of half-width b if the hollow is no deeper than about b²/(2R). Equating this to the rms height difference over a distance b gives 2b = 9.4 nm. Treat the tip as averaging over blocks of that width. By the tiling argument, the variance lost is w² of one block: 11.3 % of the variance a sharp tip would record in a 50 nm scan, or about 6 % in rms, but 0.7 % of the variance at 3200 nm. Real tip contact is not a linear average: a sphere still records the summits at their true height, and the actual loss can be less than half of this estimate. The blunt tip lowers small-scan values most and so makes the measured curve steeper.

Atomic steps are a smaller matter. With a rough copper lattice constant of 0.36 nm, a (111) step is 0.36/√3 = 0.21 nm high. Rounding heights to such levels adds an rms error of 0.21/√12 = 0.06 nm, negligible beside 2.44 nm.

Scatter between images is larger. On the random surfaces of Section 3, single-image roughness varied by 28 % of its mean in 200 nm windows, 18 % at 800 nm and 7 % at 3200 nm. The rms values over all windows were 5.30, 8.64 and 9.86 nm, against 5.31, 8.64 and 9.86 nm from the integral. The predicted rise from 1600 nm to 3200 nm is 9.51 to 9.86 nm, under 4 %, so one image at each width would not establish it. The law concerns averages, and a single larger scan may well come out smoother than a single smaller one.

For a film described by this model with α = 0.7, a scan about 20ξ wide brings the mean-subtracted roughness within 1 % of σ on average; plane subtraction needs about 34ξ. Here ξ is the parameter of the spectrum: C falls to σ²/e at 1.3ξ, so 20ξ is about 15 such 1/e lengths. Line levelling calls for a much wider scan, since even 64ξ leaves it 2 % short. The numerical output lists the intermediate widths.

Calculated quantities

```
full rms roughness sigma = 10.0 nm
correlation length xi = 200 nm; exponent alpha = 0.7
scan width | rms: mean removed | plane removed | line means removed
     50 nm | 2.44 nm | 1.37 nm | 1.88 nm
    100 nm | 3.68 nm | 2.21 nm | 2.87 nm
    200 nm | 5.31 nm | 3.50 nm | 4.21 nm
    400 nm | 7.11 nm | 5.28 nm | 5.81 nm
    800 nm | 8.64 nm | 7.28 nm | 7.38 nm
   1600 nm | 9.51 nm | 8.83 nm | 8.55 nm
   3200 nm | 9.86 nm | 9.61 nm | 9.24 nm
  12800 nm | 9.99 nm | 9.97 nm | 9.81 nm
width for 95% of sigma = 1575 nm = 7.9 xi
width for 99% of sigma = 3913 nm = 19.6 xi
wavelength half passed by the window = 2.24 L
window of width xi, waves longer than the window:
  share of the lost variance = 99.9 %
  part of their own variance seen = 22.4 %
  share of measured variance = 73.6 %
mean of |u-u'|^(2 alpha) in unit square = 0.4280
pure power law at 50 nm = 2.77 nm
apparent exponent, 50 to 100 nm = 0.594
slope at L = 0.001 xi: alpha 0.3 -> 0.300, alpha 1.5 -> 1.000
large-window coefficient 4 pi alpha = 8.80
line-levelling coefficient = 2.51
random surfaces: 20, side 12.8 um, pixel 12.5 nm
  200 nm windows: rms 5.30 nm, scatter of single images 28 %
  800 nm windows: rms 8.64 nm, scatter of single images 18 %
  3200 nm windows: rms 9.86 nm, scatter of single images 7 %
rms ratio 3200 nm / 800 nm, all waves = 1.142
same, waves above 400 nm removed = 1.001
ripple variance seen: L = wavelength 1.000, L = 1.5 wavelengths 0.955
xi doubled by growth: sigma times 1.625
  rms at 50 nm times 1.047, at 12800 nm times 1.620
tip radius = 10 nm; estimated blur width = 9.4 nm
  variance lost to the tip at 50 nm = 11.3 %
  variance lost to the tip at 3200 nm = 0.7 %
Cu lattice constant (rough) = 0.36 nm; (111) step = 0.21 nm
rms from rounding heights to steps = 0.060 nm
```
